# Generalized Entropy for Gaussian, Methfessel-Paxton and Cold Smearing of Occupations: verification in Python

```python
# Generalized entropy for smeared occupations (units: eV, Angstrom).
# x=(mu-eps)/sigma, delta(x) smearing function, f(x)=int_{-inf}^x delta, M_k=int x^k delta.
# Result under test: S(x) = -int_{-inf}^x t delta(t) dt makes
#   Omega = E - 2 sigma sum S(x_i) - 2 mu sum f(x_i) stationary at x_i=(mu-eps_i)/sigma.
# Closed forms: Gaussian S=exp(-x^2)/(2 sqrt(pi)); Methfessel-Paxton order N
#   S=A_N H_2N exp(-x^2)/2; cold S=-u exp(-u^2)/sqrt(2 pi), u=x-1/sqrt(2);
#   polynomial cold S=S_MP1 + a x^3 exp(-x^2)/(2 sqrt(pi)).
# F=E-sigma*Stot: dF/dR is Hellmann-Feynman, dF/dsigma=-Stot, dF/dN=mu.
import numpy as np
import sympy as sp
from math import factorial, sqrt, pi, log2
from scipy.special import erfc, erfcinv, eval_hermite as He, expit, xlogy
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants as pc

RP, R2 = sqrt(pi), sqrt(2.0)
G = lambda x: np.exp(-x * x)
A = lambda n: (-1) ** n / (factorial(n) * 4 ** n * RP)
mix_entropy = lambda p, q: -(xlogy(p, p) + xlogy(q, q))

def mp(N):
    return (lambda x: sum(A(n) * He(2 * n, x) for n in range(N + 1)) * G(x),
            lambda x: erfc(-x) / 2 - sum(A(n) * He(2 * n - 1, x) for n in range(1, N + 1)) * G(x),
            lambda x: 0.5 * A(N) * He(2 * N, x) * G(x))

def coldpoly(a):
    return (lambda x: (a * x - 1) * (x * x - 1.5) * G(x) / RP,
            lambda x: mp(1)[1](x) - a * (4 * x * x - 2) * G(x) / (8 * RP),
            lambda x: mp(1)[2](x) + a * x ** 3 * G(x) / (2 * RP))

a_poly = -sqrt(2 / 3)
schemes = {
    "FD": (lambda x: expit(x) * expit(-x), expit, lambda x: mix_entropy(expit(x), expit(-x))),
    "Gauss": (lambda x: G(x) / RP, lambda x: erfc(-x) / 2, lambda x: G(x) / (2 * RP)),
    "MP1": mp(1), "MP2": mp(2),
    "cold": (lambda x: (2 - R2 * x) * G(x - 1 / R2) / RP,
             lambda x: erfc(1 / R2 - x) / 2 + G(x - 1 / R2) / sqrt(2 * pi),
             lambda x: -(x - 1 / R2) * G(x - 1 / R2) / sqrt(2 * pi)),
    "coldpoly": coldpoly(a_poly)}

gx, gw = np.polynomial.legendre.leggauss(20)
def nodes(a, b, panels):
    e = np.linspace(a, b, panels + 1)
    c, r = (e[1:] + e[:-1]) / 2, (e[1:] - e[:-1]) / 2
    return (c[:, None] + r[:, None] * gx).ravel(), (r[:, None] * gw).ravel()
def integrate(fun, a, b):
    t, w = nodes(a, b, 300)
    return float(np.sum(w * fun(t)))
def deriv(fun, h=1e-3):
    return (fun(-2 * h) - 8 * fun(-h) + 8 * fun(h) - fun(2 * h)) / (12 * h)
def deriv2(fun, h=5e-3):
    # fourth-order stencil for the second derivative
    return (-fun(-2 * h) + 16 * fun(-h) - 30 * fun(0.0) + 16 * fun(h) - fun(2 * h)) / (12 * h * h)

# symbolic checks of the closed forms
x, u, a = sp.symbols("x u a", real=True)
As = lambda n: sp.Integer(-1) ** n / (sp.factorial(n) * 4 ** n * sp.sqrt(sp.pi))
zero = lambda e, v: sp.simplify(sp.expand(e * sp.exp(v ** 2))) == 0
for N in range(5):
    assert sp.simplify(As(N) - sp.hermite(2 * N, 0) / (4 ** N * sp.factorial(2 * N) * sp.sqrt(sp.pi))) == 0
    ds = sum(As(n) * sp.hermite(2 * n, x) for n in range(N + 1)) * sp.exp(-x ** 2)
    Ss = As(N) * sp.hermite(2 * N, x) * sp.exp(-x ** 2) / 2
    assert zero(sp.diff(Ss, x) + x * ds, x)
xc = u + 1 / sp.sqrt(2)
dc = (2 - sp.sqrt(2) * xc) * sp.exp(-u ** 2) / sp.sqrt(sp.pi)
assert zero(sp.diff(-u * sp.exp(-u ** 2) / sp.sqrt(2 * sp.pi), u) + xc * dc, u)
pol = (a * x - 1) * (x ** 2 - sp.Rational(3, 2))
assert sp.expand(pol - (1 - sp.hermite(2, x) / 4) - a * sp.hermite(3, x) / 8) == 0
Sp = (sp.Rational(1, 2) - x ** 2 + a * x ** 3) * sp.exp(-x ** 2) / 2
assert zero(sp.diff(Sp, x) + x * pol * sp.exp(-x ** 2), x)

# closed forms against quadrature of the definitions; moments
mom = {}
print("dimensionless: moments M2 M3 M4 | f(0) S(0) | f(1) S(1)")
for name, (d, f, S) in list(schemes.items()) + [("MP3", mp(3)), ("poly", coldpoly(0.7))]:
    for x0 in (-2.3, -0.7, 0.0, 0.4, 1.3, 2.9):
        assert abs(integrate(d, -60, x0) - f(x0)) < 1e-11
        assert abs(-integrate(lambda t: t * d(t), -60, x0) - S(x0)) < 1e-11
        assert abs(integrate(f, -60, x0) - x0 * f(x0) - S(x0)) < 1e-11
    M = [integrate(lambda t: t ** k * d(t), -60, 60) for k in range(8)]
    mom[name] = M
    assert abs(M[0] - 1) < 1e-11 and abs(M[1]) < 1e-11
    for k in range(3):
        assert abs(integrate(lambda t: t ** k * S(t), -60, 60) - M[k + 2] / (k + 1)) < 1e-9
    if name in schemes:
        r = [round(v, 5) + 0.0 for v in M[2:5]]
        print(f"{name:8s} {r[0]:.5f} {r[1]:.5f} {r[2]:.5f} | {f(0.0):.5f} {S(0.0):.5f} | {f(1.0):.5f} {S(1.0):.5f}")
for N in (1, 2, 3):
    assert max(abs(v) for v in mom[f"MP{N}"][1:2 * N + 2]) < 1e-10
assert abs(mom["FD"][2] - pi ** 2 / 3) < 1e-9 and abs(mom["Gauss"][2] - 0.5) < 1e-11
assert abs(mom["MP1"][4] + 0.75) < 1e-11
assert abs(mom["cold"][2]) < 1e-11 and abs(mom["cold"][3] + 1 / R2) < 1e-11
assert abs(mom["coldpoly"][2]) < 1e-11 and abs(mom["coldpoly"][3] - 0.75 * a_poly) < 1e-11
S_inf = -integrate(lambda t: t * G(t - 1 / R2) / RP, -60, 60)
assert abs(S_inf + 1 / R2) < 1e-11
print(f"Gaussian centred at x=1/sqrt2 (M1 nonzero): S(+inf) = {S_inf:.5f}")

# Gaussian: S as a function of f, slope, curvature, true minimum
dG, fG, SG = schemes["Gauss"]
S_of_f = lambda p: SG(-erfcinv(2 * p))
for x0 in (-1.0, 0.3, 0.9):
    p, h = fG(x0), 1e-4
    assert abs(deriv(lambda s: S_of_f(p + s), h) + x0) < 1e-8
    curv = (S_of_f(p + h) - 2 * S_of_f(p) + S_of_f(p - h)) / h ** 2
    assert abs(curv * dG(x0) + 1) < 1e-5
    best = minimize_scalar(lambda q: -x0 * q - S_of_f(q), bounds=(1e-9, 1 - 1e-9),
                           method="bounded", options={"xatol": 1e-11})
    assert abs(best.x - p) < 1e-6

# non-monotonic occupations: range of f, two entropies for one f
grid = np.linspace(-6, 6, 24001)
for name, xm in (("MP1", sqrt(1.5)), ("cold", R2), ("coldpoly", sqrt(1.5))):
    d, f, S = schemes[name]
    assert abs(grid[np.argmax(f(grid))] - xm) < 1e-3
    x1 = brentq(lambda t: f(t) - 1.02, 0, xm)
    x2 = brentq(lambda t: f(t) - 1.02, xm, 6)
    assert abs(S(x1) - S(x2)) > 1e-3
    print(f"{name}: max f {f(xm):.5f} at x={xm:.5f}; f=1.02 at x={x1:.4f},{x2:.4f}, S={S(x1):.5f},{S(x2):.5f}")
assert schemes["MP1"][1](grid).min() < -0.03 and schemes["cold"][1](grid).min() > 0
neg = grid[grid < 0]
assert coldpoly(a_poly)[0](neg).min() > -1e-15
for other in (0.9 * a_poly, 1.1 * a_poly, 0.0, 0.5):
    assert coldpoly(other)[0](neg).min() < -1e-5
print(f"MP1 min f = {schemes['MP1'][1](grid).min():.5f}; polynomial cold a = {a_poly:.5f}")

# self-consistent chain
L, NEL, T0, BETA, D0, SHIFT, E1, U, SIG = 8, 8.0, 1.0, 1.0, 2.5, 0.1, 0.5, 2.0, 0.5
def bare(dR):
    R = D0 * np.arange(L)
    R[2] += SHIFT + dR
    t = T0 * np.exp(-BETA * (np.diff(R) - D0))
    h = -np.diag(t, 1) - np.diag(t, -1)
    h[0, 0] = E1
    return h, t
def energy(h, C, occ):
    rho = (C * (2 * occ)) @ C.T
    q = np.diag(rho) - 1
    return np.sum(rho * h) + 0.5 * U * q @ q, rho, q
def solve(name, dR=0.0, sig=SIG, nel=NEL, q0=None):
    d, f, S = schemes[name]
    h, t = bare(dR)
    q = np.zeros(L) if q0 is None else q0.copy()
    for _ in range(1000):
        eps, C = np.linalg.eigh(h + np.diag(U * q))
        mu = brentq(lambda m: 2 * f((m - eps) / sig).sum() - nel, -1.5, 1.5, xtol=1e-15, rtol=1e-15)
        xs = (mu - eps) / sig
        E, rho, qn = energy(h, C, f(xs))
        err = np.abs(qn - q).max()
        if err < 2e-13:
            break
        q += 0.3 * (qn - q)
    assert err < 2e-13
    St = 2 * S(xs).sum()
    return dict(E=E, S=St, F=E - sig * St, mu=mu, eps=eps, C=C, x=xs, f=f(xs), rho=rho, q=qn, h=h, t=t)

print(f"chain: {L} atoms, {NEL:.0f} electrons, t0={T0} eV, beta={BETA} 1/A, d0={D0} A, atom 3 shift {SHIFT} A")
tt = bare(0.0)[1]
print(f"site-1 energy {E1} eV, U={U} eV, sigma={SIG} eV, t23={tt[1]:.5f} eV, t34={tt[2]:.5f} eV")
forces, lines = {}, []
print("scheme: mu (eV), E (eV), Stot, sigma*Stot (eV), F (eV)")
for name, (d, f, S) in schemes.items():
    s = solve(name)
    count = np.array([2 * f((m - s["eps"]) / SIG).sum() - NEL for m in np.linspace(-3, 3, 601)])
    assert np.sum(np.diff(np.sign(count)) != 0) == 1
    def pack(dR):
        r = solve(name, dR=dR, q0=s["q"])
        p = np.clip(r["f"], 0, 1)
        wrong = r["E"] - SIG * 2 * mix_entropy(p, 1 - p).sum()
        return np.concatenate(([r["F"], r["E"], wrong], r["f"]))
    g = deriv(pack)
    hf = -2 * BETA * (s["t"][1] * s["rho"][1, 2] - s["t"][2] * s["rho"][2, 3])
    assert abs(-g[0] - hf) < 1e-7
    assert abs(-g[1] - hf) > 1e-2
    assert abs(g[1] - g[0] - 2 * np.sum((s["eps"] - s["mu"]) * g[3:])) < 1e-7
    assert abs(deriv(lambda z: solve(name, sig=SIG + z, q0=s["q"])["F"]) + s["S"]) < 1e-7
    assert abs(deriv(lambda z: solve(name, nel=NEL + z, q0=s["q"])["F"]) - s["mu"]) < 1e-7
    omega = lambda xs: energy(s["h"], s["C"], f(xs))[0] - 2 * SIG * S(xs).sum() - 2 * s["mu"] * f(xs).sum()
    off = s["x"] + 0.3 * np.cos(np.arange(L) + 1.0)
    q_off = energy(s["h"], s["C"], f(off))[2]
    Hii = np.einsum("ai,ab,bi->i", s["C"], s["h"] + np.diag(U * q_off), s["C"])
    hess = np.zeros(L)
    for i, e in enumerate(np.eye(L)):
        assert abs(deriv(lambda z: omega(s["x"] + z * e))) < 1e-8
        assert abs(deriv(lambda z: omega(off + z * e)) - 2 * d(off[i]) * (Hii[i] - s["mu"] + SIG * off[i])) < 1e-8
        hess[i] = deriv2(lambda z: omega(s["x"] + z * e))
    dl = d(s["x"])
    assert np.abs(hess - (2 * SIG * dl + 4 * U * dl ** 2 * (s["C"] ** 4).sum(0))).max() < 1e-6
    def rotated(th):
        C = s["C"].copy()
        C[:, 3] = np.cos(th) * s["C"][:, 3] + np.sin(th) * s["C"][:, 4]
        C[:, 4] = -np.sin(th) * s["C"][:, 3] + np.cos(th) * s["C"][:, 4]
        return energy(s["h"], C, s["f"])[0]
    assert abs(deriv(rotated)) < 1e-8 and abs(deriv(lambda z: rotated(0.2 + z))) > 1e-2
    forces[name] = (hf, g, s, hess)
    print(f"{name:8s} {s['mu']:.5f} {s['E']:.5f} {s['S']:.5f} {SIG * s['S']:.5f} {s['F']:.5f}")
    lines.append(f"{name:8s} {s['rho'][1, 2]:.5f} {s['rho'][2, 3]:.5f} | {hf:.6f} {-g[0]:.6f} {-g[1]:.6f}")
print("scheme: rho23 rho34 | force on atom 3 (eV/A): Hellmann-Feynman, -dF/dR, -dE/dR")
print("\n".join(lines))
wrong = -forces["Gauss"][1][2]
assert abs(wrong - forces["Gauss"][0]) > 1e-2
print(f"Gaussian f with Fermi-Dirac entropy: -dF/dR = {wrong:.6f} eV/A")
assert forces["Gauss"][3].min() > -1e-6 and forces["MP1"][3].min() < -1e-3
conv = pc["Bohr radius"][0] * 1e10 / pc["Hartree energy in eV"][0]
print("HF force (hartree/bohr): " + ", ".join(f"{n} {forces[n][0] * conv:.6f}" for n in ("Gauss", "MP1", "cold")))
for name in ("Gauss", "MP1"):
    _, g, s, hess = forces[name]
    print(f"{name} levels: eps (eV), x, f, S, df/dR (1/A), d2Omega/dx2 (eV)")
    for i in range(L):
        print(f" {i + 1} {s['eps'][i]:.5f} {s['x'][i]:.4f} {s['f'][i]:.5f} "
              f"{schemes[name][2](s['x'][i]):.5f} {g[3 + i]:.5f} {hess[i]:.5f}")

# free-electron density of states g = c sqrt(eps), one electron
EF = 5.0
c = 1.5 / EF ** 1.5
k, wk = nodes(0.0, sqrt(EF + 3.0), 120)
eps_k, wg = k * k, wk * 2 * c * k * k
def gas(name, sig):
    d, f, S = schemes[name]
    mu = brentq(lambda m: np.sum(wg * f((m - eps_k) / sig)) - 1, EF - 1, EF + 1, xtol=1e-15, rtol=1e-15)
    E = np.sum(wg * eps_k * f((mu - eps_k) / sig))
    return E - 0.6 * EF, E - sig * np.sum(wg * S((mu - eps_k) / sig)) - 0.6 * EF
gder = [c * EF ** 0.5, c / 2 * EF ** -0.5, -c / 4 * EF ** -1.5]
print(f"gas: EF={EF} eV, E0={0.6 * EF:.4f} eV, g={gder[0]:.4f} 1/eV, g'={gder[1]:.4f} 1/eV^2, g''={gder[2]:.4f} 1/eV^3")
print("gas, sigma=0.2 eV: F-E0 (eV), leading term (eV), exponent from sigma=0.2 and 0.1 eV")
for name, m in (("Gauss", 2), ("MP1", 4), ("cold", 3)):
    dF = gas(name, 0.2)[1]
    lead = -(-1) ** m * 0.2 ** m * gder[m - 2] * mom[name][m] / factorial(m)
    power = log2(dF / gas(name, 0.1)[1])
    # the next order is relatively (sigma/EF)^2, or a fraction of sigma/EF for cold smearing
    assert abs(dF / lead - 1) < 0.02 and abs(power - m) < 0.02
    print(f"{name:6s} {dF:.4e} {lead:.4e} {power:.3f}")
dE, dF = gas("Gauss", 0.2)
assert abs((dE + dF) / 2) < 0.01 * abs(dF)
print(f"Gauss sigma=0.2 eV: E-E0 = {dE:.4e} eV, (E+F)/2-E0 = {(dE + dF) / 2:.3e} eV")
print("OK")
```

Output:

```
dimensionless: moments M2 M3 M4 | f(0) S(0) | f(1) S(1)
FD       3.28987 0.00000 45.45758 | 0.50000 0.69315 | 0.73106 0.58220
Gauss    0.50000 0.00000 0.75000 | 0.50000 0.28209 | 0.92135 0.10378
MP1      0.00000 0.00000 -0.75000 | 0.50000 0.14105 | 1.02513 -0.05189
MP2      0.00000 0.00000 0.00000 | 0.50000 0.10579 | 1.05107 -0.06486
cold     0.00000 -0.70711 -1.50000 | 0.40063 0.17110 | 1.02679 -0.10724
coldpoly 0.00000 -0.61237 -0.75000 | 0.38484 0.14105 | 1.06749 -0.13662
Gaussian centred at x=1/sqrt2 (M1 nonzero): S(+inf) = -0.70711
MP1: max f 1.03546 at x=1.22474; f=1.02 at x=0.9565,1.6672, S=-0.04688,-0.03992
cold: max f 1.08332 at x=1.41421; f=1.02 at x=0.9783,2.2895, S=-0.10053,-0.05161
coldpoly: max f 1.08685 at x=1.22474; f=1.02 at x=0.8321,2.0424, S=-0.09357,-0.04626
MP1 min f = -0.03546; polynomial cold a = -0.81650
chain: 8 atoms, 8 electrons, t0=1.0 eV, beta=1.0 1/A, d0=2.5 A, atom 3 shift 0.1 A
site-1 energy 0.5 eV, U=2.0 eV, sigma=0.5 eV, t23=0.90484 eV, t34=1.10517 eV
scheme: mu (eV), E (eV), Stot, sigma*Stot (eV), F (eV)
FD       0.07287 -7.71536 5.12173 2.56087 -10.27622
Gauss    0.07152 -8.89890 0.64844 0.32422 -9.22312
MP1      0.06665 -9.12304 -0.12475 -0.06237 -9.06067
MP2      0.06794 -9.15338 -0.15444 -0.07722 -9.07616
cold     0.03232 -9.10687 -0.12356 -0.06178 -9.04509
coldpoly 0.01684 -9.11693 -0.12092 -0.06046 -9.05647
scheme: rho23 rho34 | force on atom 3 (eV/A): Hellmann-Feynman, -dF/dR, -dE/dR
FD       0.48336 0.61882 | 0.493075 0.493075 0.742975
Gauss    0.48057 0.73042 | 0.744808 0.744808 1.083891
MP1      0.45125 0.78234 | 0.912640 0.912640 1.226209
MP2      0.43674 0.80587 | 0.990899 0.990899 1.194920
cold     0.47544 0.75233 | 0.802499 0.802499 1.250579
coldpoly 0.46326 0.76930 | 0.862058 0.862058 1.182178
Gaussian f with Fermi-Dirac entropy: -dF/dR = 0.278849 eV/A
HF force (hartree/bohr): Gauss 0.014484, MP1 0.017748, cold 0.015606
Gauss levels: eps (eV), x, f, S, df/dR (1/A), d2Omega/dx2 (eV)
 1 -1.86401 3.8711 1.00000 0.00000 0.00000 0.00000
 2 -1.46226 3.0676 0.99999 0.00002 -0.00001 0.00005
 3 -0.91353 1.9701 0.99733 0.00582 -0.00510 0.01182
 4 -0.31187 0.7668 0.86091 0.15669 0.22725 0.43624
 5 0.45384 -0.7646 0.13977 0.15721 -0.21815 0.44922
 6 1.09016 -2.0373 0.00198 0.00444 -0.00400 0.00900
 7 1.57249 -3.0019 0.00001 0.00003 0.00001 0.00007
 8 1.93519 -3.7273 0.00000 0.00000 -0.00000 0.00000
MP1 levels: eps (eV), x, f, S, df/dR (1/A), d2Omega/dx2 (eV)
 1 -1.86624 3.8658 1.00000 -0.00000 -0.00000 -0.00000
 2 -1.46288 3.0591 1.00007 -0.00022 0.00014 -0.00038
 3 -0.90998 1.9533 1.00927 -0.02061 0.01738 -0.02763
 4 -0.31256 0.7584 0.97863 -0.01194 0.18582 0.40119
 5 0.45027 -0.7672 0.01881 -0.01388 -0.21717 0.39681
 6 1.09344 -2.0536 -0.00670 -0.01546 0.01388 -0.02190
 7 1.57377 -3.0143 -0.00009 -0.00027 -0.00005 -0.00048
 8 1.93418 -3.7351 -0.00000 -0.00000 0.00000 -0.00001
gas: EF=5.0 eV, E0=3.0000 eV, g=0.3000 1/eV, g'=0.0300 1/eV^2, g''=-0.0030 1/eV^3
gas, sigma=0.2 eV: F-E0 (eV), leading term (eV), exponent from sigma=0.2 and 0.1 eV
Gauss  -2.9997e-03 -3.0000e-03 2.000
MP1    -1.5015e-07 -1.5000e-07 4.001
cold   -2.8595e-05 -2.8284e-05 3.008
Gauss sigma=0.2 eV: E-E0 = 2.9991e-03 eV, (E+F)/2-E0 = -3.003e-07 eV
OK
```
